# Electron-hole exchange and the bright valley doublet of a monolayer: a program that tests the result

```python
# Result under test: long-range electron-hole exchange splits the bright valley
# doublet of a monolayer into
#   longitudinal: E_L = E0 + C*Q + O(Q^2),  transverse: E_T = E0 + hbar^2 Q^2/(2M)
# with C = e^2/(2 eps0 kappa) * 2 S^2 and S = |sum_k psi_k^* g(k)| / sqrt(area).
# Q: centre-of-mass momentum; psi: exciton envelope; g: interband dipole length;
# kappa: environment dielectric constant. Instantaneous Coulomb interaction,
# Tamm-Dancoff pair states, two massive Dirac valleys. Units: eV and Angstrom.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from mpmath import zeta

COUL = const.e / (2 * const.epsilon_0) * 1e10          # e^2/(2 eps0), eV Angstrom
HBARC = const.hbar * const.c / const.e * 1e10          # eV Angstrom
H2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e20  # hbar^2/(2 m_e), eV A^2

GAP, HV, KAPPA, R0, KMAX = 2.0, 4.0, 3.0, 20.0, 0.6

# Lattice constant for the integrable 1/q singularity on a square grid
beta_half = 0.5 * (zeta(0.5, 0.25) - zeta(0.5, 0.75))
SELF = float(-4 * zeta(0.5) * beta_half)


def bands(k, tau):
    """Conduction and valence spinors (smooth gauge) and half the pair energy."""
    kp = HV * (tau * k[:, 0] + 1j * k[:, 1])
    eps = np.sqrt(GAP**2 / 4 + abs(kp)**2)
    top = eps + GAP / 2
    norm = np.sqrt(2 * eps * top)
    c = np.stack([top, kp], axis=1) / norm[:, None]
    v = np.stack([-kp.conj(), top], axis=1) / norm[:, None]
    return c, v, eps


def make_grid(dk):
    """k points in a disc, screened direct interaction, sample area."""
    m = int(KMAX / dk) + 2
    n = np.arange(-m, m + 1) * dk
    kx, ky = np.meshgrid(n, n, indexing="ij")
    k = np.stack([kx.ravel(), ky.ravel()], axis=1)
    k = k[np.hypot(k[:, 0], k[:, 1]) <= KMAX + 1e-9]
    q = np.hypot(k[:, None, 0] - k[None, :, 0], k[:, None, 1] - k[None, :, 1])
    np.fill_diagonal(q, 1.0)
    w = COUL / (q * (KAPPA + R0 * q))
    np.fill_diagonal(w, COUL / KAPPA * (SELF / dk - R0 / KAPPA))
    return k, w, (2 * np.pi / dk)**2


def pair_block(grid, Q, tau):
    """Pair Hamiltonian of one valley without exchange, and pair densities."""
    k, w, area = grid
    c, _, ec = bands(k + Q / 2, tau)
    _, v, ev = bands(k - Q / 2, tau)
    h = -w / area * (c.conj() @ c.T) * (v.conj() @ v.T).T
    h = h + np.diag(ec + ev)
    return h, np.sum(c.conj() * v, axis=1)


def dipoles(k, tau):
    """Interband dipole lengths <c|dH/dk_j|v>/(2 eps) for j = x, y."""
    c, v, eps = bands(k, tau)
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    px = np.einsum("ka,ab,kb->k", c.conj(), HV * tau * sx, v) / (2 * eps)
    py = np.einsum("ka,ab,kb->k", c.conj(), HV * sy, v) / (2 * eps)
    return np.stack([px, py], axis=1)


def derived_slope(grid):
    """E0, C, contact estimate of C, and screening length of higher pair states."""
    k, _, area = grid
    h, _ = pair_block(grid, np.zeros(2), 1)
    e, psi = eigh(h)
    eps = bands(k, 1)[2]
    g = HV * (1 + GAP / (2 * eps)) / (4 * eps)
    s2 = abs(np.sum(psi[:, 0].conj() * g))**2 / area
    phi2 = abs(np.sum(psi[:, 0]))**2 / area
    dn = psi.conj().T @ dipoles(k, 1)[:, 0]
    r = COUL * 2 / area * np.sum(abs(dn[1:])**2 / (e[1:] - e[0]))
    slope = COUL / KAPPA * 2 * s2
    contact = COUL / KAPPA * 2 * (HV / GAP)**2 * phi2
    return e[0], slope, contact, r, phi2


def full_doublet(grid, Q):
    """Lowest two states of the full two-valley problem with exchange."""
    k, _, area = grid
    n = len(k)
    h1, o1 = pair_block(grid, Q, 1)
    h2, o2 = pair_block(grid, Q, -1)
    o = np.concatenate([o1, o2])
    h = COUL / (KAPPA * np.hypot(*Q)) / area * np.outer(o, o.conj())
    h[:n, :n] += h1
    h[n:, n:] += h2
    e, psi = eigh(h, subset_by_index=[0, 1])
    bare = [eigh(x, subset_by_index=[0, 0]) for x in (h1, h2)]
    amps = []
    for (_, vec), ov in zip(bare, (o1, o2)):
        f = vec[:, 0]
        f = f * np.exp(-1j * np.angle(np.sum(f)))   # envelope sum real, positive
        amps.append(np.sum(f.conj() * ov))
    return e, psi, o, [b[0][0] for b in bare], amps


grid = make_grid(0.05)
E0, C, C_contact, r_scr, phi2 = derived_slope(grid)
E0f, Cf, _, _, _ = derived_slope(make_grid(0.04))
assert abs((GAP - E0f) / (GAP - E0) - 1) < 0.03
assert abs(Cf / C - 1) < 0.03

# Full diagonalization against the derived branches
Qs = [0.0025, 0.005, 0.01, 0.02, 0.04]
rows = []
for Q in Qs:
    e, psi, o, bare, _ = full_doublet(grid, np.array([Q, 0.0]))
    assert abs(bare[0] - bare[1]) < 1e-9            # valleys degenerate
    assert abs(e[0] - bare[0]) < 1e-9               # transverse branch unmoved
    charge = abs(psi.conj().T @ o)
    assert charge[0] < 1e-6 * charge[1]             # transverse: no charge density
    rows.append((Q, e[1] - E0, e[0] - E0, e[1] - e[0]))
split = np.array([x[3] for x in rows])
trans = np.array([x[2] for x in rows])
assert abs(split[0] / (C * Qs[0]) - 1) < 0.01
# Leading departure from linearity is the screening by higher pair states
measured_r = KAPPA * (C * Qs[0] / split[0] - 1) / Qs[0]
assert abs(measured_r / r_scr - 1) < 0.10
ratio_T = trans[3] / trans[2]
ratio_L = split[1] / split[0]
assert abs(ratio_T - 4) < 0.2 and abs(ratio_L - 2) < 0.03
mass = H2M * Qs[2]**2 / trans[2]
band_mass = 2 * H2M * GAP / HV**2                   # electron plus hole, band edge

# Winding of the intervalley element and polarization, Q in a general direction
phi = 0.5
qhat = np.array([np.cos(phi), np.sin(phi)])
that = np.array([-np.sin(phi), np.cos(phi)])
_, psi, _, _, amp = full_doublet(grid, 0.005 * qhat)
_, _, _, _, amp0 = full_doublet(grid, np.array([0.005, 0.0]))
turn = (amp[0] * np.conj(amp[1])) / (amp0[0] * np.conj(amp0[1]))
assert abs(turn - np.exp(-2j * phi)) < 5e-3
p = np.concatenate([dipoles(grid[0], 1), dipoles(grid[0], -1)])
D = psi.conj().T @ p
leak_L = abs(D[1] @ that) / abs(D[1] @ qhat)
leak_T = abs(D[0] @ qhat) / abs(D[0] @ that)
assert leak_L < 0.02 and leak_T < 0.02

# Real-space sum over a triangular lattice of dipoles (all local fields present).
# The Gaussian damping of range 120 cells smears Q and limits the accuracy.
m = np.arange(-560, 561)
i, j = np.meshgrid(m, m, indexing="ij")
x, y = (i + 0.5 * j).ravel(), (np.sqrt(3) / 2 * j).ravel()
d2 = x * x + y * y
keep = (d2 > 0) & (d2 < 480.0**2)
x, y, d2 = x[keep], y[keep], d2[keep]
damp = np.exp(-d2 / 120.0**2) / d2**1.5
along, across = x * qhat[0] + y * qhat[1], x * that[0] + y * that[1]
step = 0.15
sums = []
for n in (1, 2, 3):
    wave = np.cos(n * step * along) * damp
    sums.append([np.sum(wave * (1 - 3 * along**2 / d2)),
                 np.sum(wave * (1 - 3 * across**2 / d2))])
sums = np.array(sums)
lin = (-5 * sums[0] + 8 * sums[1] - 3 * sums[2]) / (2 * step)
expected = 2 * np.pi / (np.sqrt(3) / 2)
assert abs(lin[0] / expected - 1) < 0.02
assert abs(lin[1] / expected) < 0.02

# Field of an oscillating sheet from the bulk response, integrated over q_z
for k0 in (0.0, 0.3):
    b2 = 1 - KAPPA * k0**2                          # in-plane momentum set to 1
    fL = quad(lambda z: (KAPPA * k0**2 - 1) / (KAPPA * (z * z + b2)),
              -np.inf, np.inf)[0] / (2 * np.pi)
    fT = quad(lambda z: k0**2 / (z * z + b2), -np.inf, np.inf)[0] / (2 * np.pi)
    assert abs(fL + np.sqrt(b2) / (2 * KAPPA)) < 1e-7
    assert abs(fT - k0**2 / (2 * np.sqrt(b2))) < 1e-7

q_light = np.sqrt(KAPPA) * E0 / HBARC
q_cross = (C * q_light**2 * mass / H2M)**(1 / 3)

print(f"gap: {GAP:.1f} eV")
print(f"Dirac velocity times hbar: {HV:.1f} eV Angstrom")
print(f"environment dielectric constant: {KAPPA:.1f}")
print(f"screening length in direct interaction: {R0:.1f} Angstrom")
print(f"valley cutoff: {KMAX:.1f} 1/Angstrom")
print(f"grid spacing: 0.05 1/Angstrom, points per valley: {len(grid[0])}")
print(f"e^2/(2 eps0): {COUL:.3f} eV Angstrom")
print(f"exciton energy E0: {E0:.4f} eV")
print(f"binding energy: {GAP - E0:.4f} eV")
print(f"binding energy, spacing 0.04 1/Angstrom: {GAP - E0f:.4f} eV")
print(f"envelope density at contact: {phi2:.5f} 1/Angstrom^2")
print(f"valley-centre dipole length hbar v/gap: {HV / GAP:.2f} Angstrom")
print(f"derived slope C: {C:.4f} eV Angstrom")
print(f"derived slope C, spacing 0.04 1/Angstrom: {Cf:.4f} eV Angstrom")
print(f"contact estimate of C: {C_contact:.4f} eV Angstrom")
print(f"full splitting/Q at Q=0.0025 1/Angstrom: {split[0] / Qs[0]:.4f} eV Angstrom")
print(f"screening length r of higher pair states, derived: {r_scr:.3f} Angstrom")
print(f"screening length r from full splitting: {measured_r:.3f} Angstrom")
print(f"linear-range scale kappa/r: {KAPPA / r_scr:.3f} 1/Angstrom")
print("Q (1/Angstrom), E_L-E0, E_T-E0, splitting, C*Q/(1+r*Q/kappa) (meV):")
for Q, el, et, s in rows:
    f = C * Q / (1 + r_scr * Q / KAPPA)
    print(f"  {Q:.4f} {1e3*el:9.4f} {1e3*et:9.4f} {1e3*s:9.4f} {1e3*f:9.4f}")
print(f"splitting ratio, Q=0.005 to 0.0025 1/Angstrom: {ratio_L:.4f}")
print(f"transverse energy ratio, Q=0.02 to 0.01 1/Angstrom: {ratio_T:.4f}")
print(f"exciton mass M from transverse branch: {mass:.4f} electron masses")
print(f"sum of band-edge masses: {band_mass:.4f} electron masses")
print(f"wrong-direction dipole fraction, L branch: {leak_L:.1e}")
print(f"wrong-direction dipole fraction, T branch: {leak_T:.1e}")
print(f"dipole lattice, linear coefficient L: {lin[0]:.4f} (lattice units)")
print(f"dipole lattice, linear coefficient T: {lin[1]:.4f} (lattice units)")
print(f"dipole lattice, 2 pi/cell area: {expected:.4f} (lattice units)")
print(f"light-cone momentum: {q_light:.6f} 1/Angstrom")
for Q in (0.01, 0.04):
    b = np.sqrt(Q**2 - q_light**2)
    print(f"retarded L shift at Q={Q:.2f} 1/Angstrom: {1e3*C*b:.4f} meV")
    print(f"retarded T shift at Q={Q:.2f} 1/Angstrom: {-1e3*C*q_light**2/b:.4f} meV")
print(f"Q where T retardation equals kinetic term: {q_cross:.5f} 1/Angstrom")
print("finished without a failed check")
```

Printed output:

```
gap: 2.0 eV
Dirac velocity times hbar: 4.0 eV Angstrom
environment dielectric constant: 3.0
screening length in direct interaction: 20.0 Angstrom
valley cutoff: 0.6 1/Angstrom
grid spacing: 0.05 1/Angstrom, points per valley: 441
e^2/(2 eps0): 90.476 eV Angstrom
exciton energy E0: 1.6179 eV
binding energy: 0.3821 eV
binding energy, spacing 0.04 1/Angstrom: 0.3823 eV
envelope density at contact: 0.00523 1/Angstrom^2
valley-centre dipole length hbar v/gap: 2.00 Angstrom
derived slope C: 0.7082 eV Angstrom
derived slope C, spacing 0.04 1/Angstrom: 0.7105 eV Angstrom
contact estimate of C: 1.2621 eV Angstrom
full splitting/Q at Q=0.0025 1/Angstrom: 0.7061 eV Angstrom
screening length r of higher pair states, derived: 3.550 Angstrom
screening length r from full splitting: 3.564 Angstrom
linear-range scale kappa/r: 0.845 1/Angstrom
Q (1/Angstrom), E_L-E0, E_T-E0, splitting, C*Q/(1+r*Q/kappa) (meV):
  0.0025    1.7865    0.0213    1.7653    1.7653
  0.0050    3.6051    0.0851    3.5200    3.5202
  0.0100    7.3383    0.3405    6.9979    6.9992
  0.0200   15.1880    1.3614   13.8265   13.8366
  0.0400   32.4122    5.4400   26.9723   27.0478
splitting ratio, Q=0.005 to 0.0025 1/Angstrom: 1.9940
transverse energy ratio, Q=0.02 to 0.01 1/Angstrom: 3.9989
exciton mass M from transverse branch: 1.1191 electron masses
sum of band-edge masses: 0.9525 electron masses
wrong-direction dipole fraction, L branch: 5.1e-10
wrong-direction dipole fraction, T branch: 1.4e-10
dipole lattice, linear coefficient L: 7.2734 (lattice units)
dipole lattice, linear coefficient T: -0.0413 (lattice units)
dipole lattice, 2 pi/cell area: 7.2552 (lattice units)
light-cone momentum: 0.001420 1/Angstrom
retarded L shift at Q=0.01 1/Angstrom: 7.0102 meV
retarded T shift at Q=0.01 1/Angstrom: -0.1443 meV
retarded L shift at Q=0.04 1/Angstrom: 28.3102 meV
retarded T shift at Q=0.04 1/Angstrom: -0.0357 meV
Q where T retardation equals kinetic term: 0.00749 1/Angstrom
finished without a failed check
```
